# Logarithmic outer fringe capacitance of a transistor gate by conformal mapping

The gate of a planar transistor is a conducting block that stands on a thin insulator. The gate's lower face controls the channel. Its vertical side faces look sideways into the spacer dielectric, and field lines leave them, bend through a right angle and land on the source or drain surface. The charge on a side face must be supplied at every switching event, yet its counter-charge sits on the source or drain and not in the channel. When a transistor is scaled, the gate height $h$ and the insulator thickness $a$ both change, and the question is how this outer fringe capacitance follows them.

For a gate much taller than the insulator is thick, and with no other conductor close by, the dependence is logarithmic, with a prefactor fixed by the right angle between the two conductors. The term added to the logarithm depends on how the conductors end, and for a finite gate it also varies slowly with the ratio of gate length to height, from about $0.46\,\varepsilon$ at a ratio of 10 to about $0.67\,\varepsilon$ at a ratio of 0.02 on the side face. At fixed gate length this adds to the slope seen against the logarithm: about $0.68\,\varepsilon$ in place of $0.637\,\varepsilon$ for a 50 nm gate between 25 and 400 nm high on 2 nm of insulator. The simple formula $C_{\log}$ derived below is therefore exact for one special geometry and a lower bound for the gates considered here.

## Setting and conventions

The gate is wide compared with $a$ and $h$, so the problem is two-dimensional and all charges and capacitances are per unit width. One dielectric of permittivity $\varepsilon$ fills the space between the conductors and contains no free charge. The source/drain surface is the plane $y=0$ at potential $0$. The gate is at $V>0$, and its right side face lies on $x=0$ from $y=a$ to $y=a+h$. Polar coordinates $r,\theta$ are centred at the origin, on the drain surface directly below the side face. The complex coordinate is $z=x+iy$.

Two geometries are treated.

* **Quarter ring.** The dielectric occupies $a<r<a+h$, $0<\theta<\pi/2$. Its two arcs are insulating, meaning that no flux crosses them.
* **Solid corner.** The gate fills $x\le 0$, $y\ge a$, with a sharp lower corner at $z=ia$. The plane $y=0$ is conducting throughout, so the channel under the gate counts as a conductor at drain potential. $C_{\rm side}$ is the charge per volt on the lowest part $h$ of the side face.

## Theorem

(i) The capacitance of the quarter ring is
$$C_{\log}=\frac{2\varepsilon}{\pi}\ln\!\left(1+\frac ha\right).$$

(ii) For the solid corner,
$$C_{\rm side}=\frac{\varepsilon}{\pi}\ln(1+s^2),\qquad h=\frac{2a}{\pi}\,(s-\arctan s),\quad s>0,$$
and for every $h>0$
$$C_{\log}<C_{\rm side}<C_{\log}+\frac{2\varepsilon}{\pi}\ln\frac{\pi}{2}.$$
The upper limit is approached as $h/a\to\infty$.

(iii) If the gate is cut to finite height $h$ and finite length, the charge per volt on its side face is at least $C_{\rm side}$. Adding a contact at drain potential beside the gate cannot lower it.

## Proof of (i)

Let $w=\ln z=\ln r+i\theta$. This map is analytic with $dw/dz=1/z\neq0$ in the ring, so it carries solutions of Laplace's equation into solutions. It turns the ring into a rectangle of length $\ln[(a+h)/a]$ along $\ln r$ and width $\pi/2$ along $\theta$. The drain is the side $\theta=0$, the gate is the side $\theta=\pi/2$, and the insulating arcs are the two ends. This is a parallel-plate capacitor without fringes, and its potential is linear:
$$\phi=\frac{2V}{\pi}\,\theta .$$
Since $\partial\phi/\partial r=0$, no flux crosses the arcs, as required.

The field is $E_\theta=-(1/r)\,\partial\phi/\partial\theta=-2V/(\pi r)$. On the gate face, $\theta=\pi/2$, the unit vector $\hat\theta$ points along $-x$. The field there points along $+x$, out of the gate, with magnitude $2V/(\pi r)$. The surface charge is therefore positive, and
$$\frac QV=\frac1V\int_a^{a+h}\varepsilon\,\frac{2V}{\pi r}\,dr=\frac{2\varepsilon}{\pi}\ln\frac{a+h}{a}=C_{\log}.\qquad\blacksquare$$

The field line that starts at height $r$ has length $\pi r/2$. Each strip $dr$ is a small capacitor $\varepsilon\,dr/(\pi r/2)$, and the sum of $1/r$ gives the logarithm.

## Lemma 1: the map of the solid corner

Let $t$ run over the upper half-plane and put $u=\sqrt{t+1}$, with $u$ in the first quadrant. Then
$$z=\frac a\pi\left[2u+\ln\frac{u-1}{u+1}\right]$$
maps the half-plane one-to-one onto the dielectric of the solid corner. The drain plane corresponds to $t>0$, the gate bottom to $-1<t<0$ and the side face to $t<-1$.

**Proof.** Start from $dz/dt=A\sqrt{t+1}/t$ with $A>0$ and follow the real axis from $+\infty$ to $-\infty$.

* For $t>0$ the derivative is real and positive, so $z$ moves to the left along a horizontal line, the drain plane.
* For $-1<t<0$ it is real and negative. As $t$ decreases, $z$ moves to the right along the gate bottom.
* For $t<-1$ the root is $i\sqrt{|t+1|}$, so $dz/dt$ is $-i$ times a positive number. As $t$ decreases, $z$ moves straight up the side face.

Near $t=0$, $dz/dt\approx A/t$. Going round a small half-circle from $\arg t=0$ to $\pi$ changes $z$ by $i\pi A$. This step leads from the drain plane to the gate bottom, so it equals $ia$, and $A=a/\pi$.

To integrate, use $t=u^2-1$, $dt=2u\,du$:
$$dz=\frac a\pi\,\frac{2u^2}{u^2-1}\,du=\frac a\pi\left[2+\frac1{u-1}-\frac1{u+1}\right]du .$$
This gives the stated $z$ plus a constant. The constant is real, because $z$ must be real for $u>1$. At $u=0$ the logarithm is $\ln(-1)=i\pi$, so $z=ia$ plus the constant. The corner lies at $ia$, so the constant is zero.

The map is one-to-one for the following reason. In the upper half-plane $0<\arg(t+1)<\arg t<\pi$, so the argument of $dz/dt$, which is $\tfrac12\arg(t+1)-\arg t$, lies between $-\pi$ and $0$. Hence ${\rm Im}\,(dz/dt)<0$ everywhere. For two different points,
$$z(t_2)-z(t_1)=(t_2-t_1)\int_0^1\frac{dz}{dt}\big(t_1+\lambda(t_2-t_1)\big)\,d\lambda ,$$
and the integral has a negative imaginary part, so the difference cannot vanish.

The image is bounded by the conductor surfaces just traced. Large $|z|$ arises in two ways: from $t\to\infty$, where $z\approx(2a/\pi)\sqrt t$ points into the first quadrant, and from $t\to0$, which is the far end of the gap under the gate. The interior of the gate and the region below the drain plane are therefore not covered, and the image is the dielectric. $\blacksquare$

## Lemma 2: charge in the $t$-plane

The potential is $\phi=(V/\pi)\arg t$, which is $0$ for $t>0$ and $V$ for $t<0$. At a distance $\delta$ above the gate point $t=-\tau$, $\arg t\approx\pi-\delta/\tau$, so the normal field is $V/(\pi\tau)$, directed into the dielectric. A conformal map multiplies the normal field by $|dt/dz|$ and divides lengths by the same factor, so the charge on a piece of conductor is unchanged. The gate charge between $\tau_1$ and $\tau_2>\tau_1$ is
$$Q=\varepsilon\int_{\tau_1}^{\tau_2}\frac{V}{\pi\tau}\,d\tau=\frac{\varepsilon V}{\pi}\ln\frac{\tau_2}{\tau_1}.$$

## Proof of (ii)

On the side face put $u=is$, so that $t=-1-s^2$. Then
$$\frac{is-1}{is+1}=\frac{(is-1)(1-is)}{1+s^2}=\frac{s^2-1+2is}{1+s^2}.$$
This number has modulus 1. Its real and imaginary parts are $-\cos(2\arctan s)$ and $\sin(2\arctan s)$, so its argument is $\pi-2\arctan s$. The map gives
$$y=\frac a\pi\,(2s+\pi-2\arctan s)=a+\frac{2a}\pi\,(s-\arctan s),$$
which is the stated relation for $h=y-a$. Lemma 2 with $\tau_1=1$ and $\tau_2=1+s^2$ gives $C_{\rm side}$.

For the bounds, write $C_{\rm side}=(2\varepsilon/\pi)\ln\sqrt{1+s^2}$ and set $s=\tan\alpha$, $0<\alpha<\pi/2$. Then $\sqrt{1+s^2}=\sec\alpha$ and $1+h/a=1+(2/\pi)(\tan\alpha-\alpha)$. Consider first
$$F(\alpha)=\sec\alpha-1-\frac2\pi(\tan\alpha-\alpha),\qquad F'(\alpha)=\sec\alpha\tan\alpha\left(1-\frac2\pi\sin\alpha\right)>0 .$$
Since $F(0)=0$, $F>0$, which means $\sqrt{1+s^2}>1+h/a$. This is the lower bound. Next consider
$$G(\alpha)=\frac\pi2\left(1+\frac ha\right)-\sec\alpha=\frac\pi2+\tan\alpha-\alpha-\sec\alpha ,$$
$$G'(\alpha)=\tan^2\alpha-\sec\alpha\tan\alpha=\sec\alpha\tan\alpha\,(\sin\alpha-1)<0 .$$
As $\alpha\to\pi/2$, $\tan\alpha-\sec\alpha=(\sin\alpha-1)/\cos\alpha\to0$, so $G\to0$. A decreasing function that ends at zero is positive before the end, hence $\sqrt{1+s^2}<(\pi/2)(1+h/a)$. Taking logarithms gives the upper bound. Because $G\to0$ while $\sec\alpha\to\infty$, the ratio of the two sides tends to 1 and the bound is approached. $\blacksquare$

**Remark: the short gate.** For $s\ll1$, $s-\arctan s\approx s^3/3$, so $s\approx(3\pi h/2a)^{1/3}$ and
$$C_{\rm side}\approx\frac\varepsilon\pi\left(\frac{3\pi h}{2a}\right)^{2/3},\qquad C_{\log}\approx\frac{2\varepsilon}{\pi}\,\frac ha .$$
For $h\ll a$ the charge crowded at the sharp corner dominates, and $C_{\log}$ is too small by a growing factor, although the difference stays inside the bracket. The logarithmic law is thus a law for $h\gg a$.

**Remark: the field at the corner.** Differentiating both relations in (ii),
$$E=\frac{V\,dC_{\rm side}/ds}{\varepsilon\,dh/ds}=\frac{(V/\pi)\,2s/(1+s^2)}{(2a/\pi)\,s^2/(1+s^2)}=\frac{V}{a\,s}.$$
The field diverges at the corner as $h^{-1/3}$, but its integral, the charge, is finite.

## Proof of (iii)

Let $\phi_\infty$ be the potential of the solid corner and $\phi_f$ that of the finite gate. The finite gate lies inside the region that the solid corner fills. On the boundary of the solid-corner dielectric, both potentials vanish on the plane $y=0$; on the gate surface $\phi_\infty=V$, while $\phi_f\le V$. By the maximum principle for bounded potentials, $\phi_f\le\phi_\infty$ throughout that dielectric. On the shared side face both equal $V$, so $\phi_f$ falls at least as steeply away from it. Its normal field and surface charge are at least as large.

A contact at potential $0$ replaces positive values of $\phi_f$ by zero on its surface. The same argument shows that the potential falls elsewhere and the charge on the side face does not decrease. $\blacksquare$

## Proposition: what may be added to the plate capacitance

**(a)** For a gate of length $L_g$ and height $h$ above the conducting plane, half the total capacitance obeys
$$\tfrac12 C_{\rm tot}\ge\frac{\varepsilon L_g}{2a}+C_{\log},$$
with or without the contact.

**Proof.** The gate is symmetric, and contacts, if present, are taken to stand symmetrically on both sides, so it is enough to consider the right half. Its field energy is $\frac\varepsilon2\int|\nabla\phi|^2dA=\frac12\left(\frac12C_{\rm tot}\right)V^2$. On each arc of the quarter ring $\phi$ rises from $0$ to $V$; inside a contact it is set to $0$ and adds no energy. The Cauchy–Schwarz inequality gives
$$V^2=\left(\int_0^{\pi/2}\frac{\partial\phi}{\partial\theta}\,d\theta\right)^2\le\frac\pi2\int_0^{\pi/2}\left(\frac{\partial\phi}{\partial\theta}\right)^2d\theta .$$
Since $|\nabla\phi|^2\ge r^{-2}(\partial\phi/\partial\theta)^2$ and $dA=r\,dr\,d\theta$, the ring contributes at least $(2V^2/\pi)\int_a^{a+h}dr/r$ to $\int|\nabla\phi|^2dA$. On vertical lines under the gate the same inequality gives at least $V^2/a$ per unit length, hence $V^2L_g/(2a)$. The two regions do not overlap, so the contributions add. $\blacksquare$

**(b)** In the solid corner, the gate bottom also carries more than its plate charge. There $0<u<1$ and $\tau=1-u^2$. Far under the gate $u\to1$, so $(1-u)/(1+u)=\tau/(1+u)^2\to\tau/4$. At $x=-L$ with $L\gg a$ the map reads $-\pi L/a=2+\ln(\tau/4)$, so $\ln(1/\tau)=\pi L/a+2-2\ln2$. By Lemma 2 the charge per volt between $x=-L$ and the corner is
$$\varepsilon\left[\frac La+\frac{2-2\ln2}{\pi}\right].$$
The excess, $0.195\,\varepsilon$, does not depend on $a$ or $h$. Field lines are the half-circles $|t|=$ const, so the line from the corner ends at $t=1$, which is $x=0.34\,a$ on the plane. Some lines from the gate bottom therefore land beyond the gate edge. The point $x=0$ of the plane has $t=0.439$, so these lines carry $(\varepsilon/\pi)\ln(1/0.439)=0.262\,\varepsilon$ per volt, while the plane under the gate holds $0.067\,\varepsilon$ less than its plate charge; the excess is the difference of the two. None of this is part of $C_{\rm side}$, which counts the side face only.

## Worked example

Take $a=2$ nm, $h=100$ nm, gate length 50 nm, bias 1.2 V and silicon dioxide throughout, with relative permittivity 3.9, so $\varepsilon=0.03453$ fF/µm. Then $\ln(1+100/2)=3.932$ and
$$C_{\log}=\frac2\pi\times3.932\times0.03453=0.0864\ \text{fF/µm per side}.$$
For the solid corner, the height relation gives $s=80.10$, and $C_{\rm side}=(0.03453/\pi)\ln(1+80.10^2)=0.0964$ fF/µm. To the digits shown this equals the upper limit of the bracket, so at $h/a=50$ the offset $(2/\pi)\ln(\pi/2)=0.2875$, in units of $\varepsilon$, is fully developed.

The gate-to-channel plate value is $0.03453\times50/2=0.863$ fF/µm. Two sides at $C_{\log}$ amount to 20 % of it.

A finite-volume solution of Laplace's equation for the solid corner with $a=2$ nm, which does not use the map of Lemma 1, gave $2.795\,\varepsilon$ on the lowest 99.8 nm of the side face, against $2.789\,\varepsilon$ from the formula. Between 99.8 and 305.5 nm its slope against $\ln(1+h/a)$ was 0.638, against $2/\pi=0.637$. The outer boundary of that solution, 1000 nm away, was held at the quarter-ring potential, so the slope is a weaker test than the charge itself.

| $a$ (nm) | $h$ (nm) | $C_{\log}$ (fF/µm) | $C_{\rm side}$ (fF/µm) |
|---|---|---|---|
| 2 | 50 | 0.0716 | 0.0815 |
| 2 | 100 | 0.0864 | 0.0964 |
| 2 | 200 | 0.1015 | 0.1114 |
| 1 | 100 | 0.1015 | 0.1114 |
| 4 | 100 | 0.0716 | 0.0815 |

Only the ratio $h/a$ enters, so halving $a$ at fixed $h$ has the same effect as doubling $h$ at fixed $a$. For a tall gate each doubling adds $(2\varepsilon/\pi)\ln2=0.0152$ fF/µm. Halving the gate height from 100 to 50 nm at fixed $a$ therefore lowers $C_{\log}$ by only 17 %. Halving $a$ at fixed gate length doubles the plate capacitance but raises $C_{\log}$ by 17 %, so the fringe becomes a smaller share of the total. If the gate length shrinks at fixed $a$ and $h$, the plate term falls in proportion while $C_{\log}$ stays the same, and the share of the fringe grows. As $a\to0$ the logarithm diverges, because the two conductors would touch.

## The model beside a real transistor

The example's dimensions and bias are rough values for planar polysilicon-gate transistors of the 90 to 65 nm generations. The formula $C_{\log}$ leaves out the sharp edges of the gate and any contact beside it. Laplace solutions for the finite gate, with the channel as a conductor at drain potential, gave 0.105 fF/µm on the side face (the 0.1055 in the output below is high by about 0.0001 from the mesh), 22 % above $C_{\log}$. With a contact 60 nm away, 60 nm wide and as high as the gate top, the value was 0.124 fF/µm, 43 % above $C_{\log}$. Half the top face added 0.011 fF/µm without the contact and 0.016 fF/µm with it. For such a layout $C_{\log}$ is a floor, not an estimate of the whole outer capacitance. Nor does the logarithmic dependence on height survive once $h$ is comparable with the contact distance: with the contact kept as high as the gate, the side-face charge falls by 24 % from $h=100$ to 50 nm and rises by 47 % from 100 to 200 nm.

A spacer may also contain silicon nitride. The field energy at fixed voltage is the minimum of $\frac12\int\varepsilon|\nabla\phi|^2dA$, so it cannot fall when $\varepsilon$ is raised anywhere. Replacing part of the oxide by nitride of relative permittivity about 7 therefore multiplies the total capacitance by at most $7/3.9=1.8$.

The silicon electrodes are not perfect conductors. With a positive bias, an n-type gate depletes at its side face. At $r=a$ the ring field is $2V/(\pi a)=3.8$ MV/cm, and a doping of $10^{20}$ cm$^{-3}$ then gives, if the layer is taken as fully depleted, a width $\varepsilon E/(qN)=0.82$ nm, where $q$ is the elementary charge and $N$ the doping, and a potential drop of 0.05 V. These are rough values, because at this doping the electrons are degenerate and screen a field over about 0.6 nm, which is close to the depletion width itself. With this screening included, the drop is nearer 0.09 V. For a small change of bias the layer acts as a silicon capacitor in series with the oxide path along each arc. Its effective width does not vanish with the field up the side face but levels off near the screening length. It lowers the small-signal capacitance $dQ/dV$ of the ring by about 2 %, against the 1 % that full depletion gives in the output below. In an n-type drain the same field gathers electrons at the surface instead. At the same doping this accumulation layer has an effective width of about 0.5 nm at $r=a$ and lowers the capacitance by a further 1.4 % or so, about 3 % for both electrodes together.

The solid-corner field exceeds a rough oxide breakdown field of 10 MV/cm only within 0.08 nm of the corner along the side face and 0.12 nm along the gate bottom. That is less than an atomic spacing, so the continuum model with a sharp edge cannot decide whether the oxide survives there; the real rounding of the edge matters. The field under the flat gate is 6 MV/cm if the whole bias falls across the oxide. Leakage by tunnelling through the 2 nm oxide is a conduction current and lies outside this electrostatic calculation. The remaining values are in the numerical output below.

## Numbers as computed

```
oxide 2.0 nm, gate height 100 nm, length 50 nm
bias 1.2 V, relative permittivity 3.9
permittivity eps = 0.03453 fF/um
ln(1+height/gap) = 3.9318
C_log/eps = 2.5031; from field energy 2.5031
C_log = 0.0864 fF/um per side
side parameter s = 80.098
C_side/eps (sharp corner) = 2.7905
C_side = 0.0964 fF/um per side
largest offset (2/pi)ln(pi/2) = 0.2875 eps
upper limit of bracket = 0.0964 fF/um
gate-channel plate value = 0.8633 fF/um
two C_log / plate value = 20.0 %
Laplace check of corner: height nm, solver C/eps, formula C/eps
     1.865  0.6698  0.6687
    10.546  1.4558  1.4532
    99.778  2.7948  2.7891
   305.492  3.5005  3.4931
slope per unit log: solver 0.6382, 2/pi = 0.6366
bottom excess/eps: solver 0.1967, formula 0.1953
gap nm, height nm, C_log fF/um, C_side fF/um
  2    25  0.0572  0.0671
  2    50  0.0716  0.0815
  2   100  0.0864  0.0964
  2   200  0.1015  0.1114
  1   100  0.1015  0.1114
  4   100  0.0716  0.0815
step per doubling, tall gate = 0.0152 fF/um
Finite gate, half device, channel as conductor (fF/um):
  no contact: side 0.1055, half top 0.0110
  contact at 60 nm, width 60 nm: side 0.1238, half top 0.0164
  side / C_log: 1.221 without contact, 1.433 with
nitride (k=7.0) spacer: factor at most 1.795
ring field at r = gap: 3.82 MV/cm
plate field under gate: 6.00 MV/cm
corner-model field 1 nm up the side: 3.22 MV/cm
height where it reaches 10 MV/cm: 0.076 nm
gate doping 1e+20 cm^-3: depletion at edge 0.823 nm
  potential drop there 0.052 V
  C_log lowered by 1.06 %
tunnelling: barrier 3.1 eV, mass 0.4 m_e
  attenuation through 2.0 nm: 1.3e-09
```
